# From surface saturation current to recombination velocity in silicon

## Problem

An n-type silicon wafer has net doping \(N=10^{16}\ \mathrm{cm^{-3}}\), thickness \(W=180\ \mu\mathrm m\) and temperature 300 K. Both faces carry the same passivating dielectric. Each face has a surface saturation current density \(J_0=10\ \mathrm{fA/cm^2}\), defined by

\[
J_{\rm rec}=J_0\left(\frac{pn}{n_i^2}-1\right),\qquad n_i=10^{10}\ \mathrm{cm^{-3}} .
\]

Here \(J_{\rm rec}\) is the recombination current density of one face, counted positive for net recombination. The densities \(n,p\) are taken where the silicon becomes neutral, just beyond the space-charge layer under the surface. The surface recombination velocity \(S\) is defined at the same place by \(J_{\rm rec}=qS\Delta\), where \(\Delta\) is the excess density of electrons and of holes.

(a) Find \(S\) at low injection and at \(\Delta=10^{15}\ \mathrm{cm^{-3}}\).

(b) The dielectric holds a positive fixed charge of \(\sigma=10^{12}\) elementary charges per \(\mathrm{cm^2}\). Show why \(J_0\) is then nearly independent of doping and injection, and find the hole capture velocity \(S_p\) of the interface.

(c) What carrier lifetime does the surface impose, and how can an optical decay measurement yield \(J_0\)?

## Hints

1. Neutrality makes the two excess densities equal. Expand \(pn-n_i^2\) before approximating.
2. For (b), multiply Poisson's equation by the gradient of the potential. It can then be integrated once, and Gauss's law supplies the surface field.
3. Recombination at the interface needs one electron and one hole. If electrons are abundant there, hole capture sets the rate.
4. For (c), look for the slowest decaying profile, symmetric about the middle of the wafer.
5. The surface rate depends on \(\Delta\). A constant bulk rate does not.

## Solution

### (a) The conversion

Let \(n_0,p_0\) be the equilibrium densities, so that \(n_0p_0=n_i^2\). With \(n=n_0+\Delta\) and \(p=p_0+\Delta\),

\[
pn-n_i^2=n_0p_0+(n_0+p_0)\Delta+\Delta^2-n_i^2=\Delta\,(n_0+p_0+\Delta).
\]

Equating the two expressions for \(J_{\rm rec}\) and dividing by \(q\Delta\) gives

\[
S=\frac{J_0\,(n_0+p_0+\Delta)}{q\,n_i^2}\simeq\frac{J_0\,(N+\Delta)}{q\,n_i^2}.
\]

The last form uses \(n_0\simeq N\) and \(p_0\simeq n_i^2/N=10^4\ \mathrm{cm^{-3}}\), which is negligible beside \(N\). At low injection, \(\Delta\ll N\), the velocity no longer depends on \(\Delta\).

The denominator is \(qn_i^2=16.022\ \mathrm{C\,cm^{-6}}\). The numerator is \(10^{-14}\times10^{16}=100\ \mathrm{A\,cm^{-5}}\). Since an ampere is a coulomb per second, the quotient is a velocity:

\[
S=\frac{100}{16.022}\ \mathrm{cm/s}=6.24\ \mathrm{cm/s}=0.0624\ \mathrm{m/s}.
\]

At \(\Delta=10^{15}\ \mathrm{cm^{-3}}\) the factor \(1+\Delta/N=1.1\) raises this to 6.87 cm/s. The two faces together then draw \(2qS\Delta=2.20\ \mathrm{mA/cm^2}\). The separation of the quasi-Fermi levels, expressed as a voltage, is

\[
V=\frac{kT}{q}\ln\frac{(N+\Delta)\Delta}{n_i^2}=0.657\ \mathrm V .
\]

The value of \(n_i\) enters squared. If \(J_0\) is held fixed and \(n_i\) is lowered by 5 percent, \(S\) becomes 6.92 cm/s. A gap narrowing of 1 meV raises \(n_i^2\) and lowers \(S\) by 3.8 percent, again at fixed \(J_0\). A quoted \(J_0\) must therefore be used with the \(n_i\) that was used to obtain it.

### (b) Why a charged surface has a constant \(J_0\)

For interface states at one energy, the Shockley-Read-Hall rate per unit area is

\[
U=\frac{n_sp_s-n_i^2}{(n_s+n_1)/S_p+(p_s+p_1)/S_n}.
\]

The subscript \(s\) marks densities at the interface. \(S_n,S_p\) are the capture velocities for electrons and holes, and \(n_1,p_1\) are the densities that would exist if the Fermi level lay at the state's energy. For a midgap state, \(n_1=p_1=n_i\).

Assume that the quasi-Fermi levels are flat across the space-charge layer and that Boltzmann statistics hold. The potential then multiplies \(n\) and divides \(p\) by the same factor, so \(n_sp_s=np\). Positive charge attracts electrons. When \(n_s/S_p\) dominates the denominator,

\[
U\simeq\frac{S_p}{n_s}(pn-n_i^2).
\]

Comparing \(J_{\rm rec}=qU\) with the definition of \(J_0\) gives

\[
J_0=\frac{q\,n_i^2S_p}{n_s}.
\]

It remains to find \(n_s\). Let \(x\) point into the silicon from the interface, and let \(u=q\psi/kT\) be the scaled potential, zero in the neutral region. There the densities are \(n_b,p_b\), and neutrality requires the net donor density to be \(N_{\rm net}=n_b-p_b\). The charge density is \(q(p_be^{-u}-n_be^{u}+N_{\rm net})\), so Poisson's equation reads

\[
u''=\frac{q^2}{\varepsilon kT}\left(n_be^{u}-p_be^{-u}-N_{\rm net}\right).
\]

Multiply by \(u'\). The left side becomes \((u'^2/2)'\), and each term on the right is also a derivative. Integration from the neutral region, where \(u=u'=0\), to the interface gives

\[
\frac{u_s'^2}{2}=\frac{q^2}{\varepsilon kT}\left[n_s-n_b+p_s-p_b-N_{\rm net}u_s\right].
\]

Suppose that all field lines from the fixed charge \(Q=q\sigma\) end in the silicon. Gauss's law then gives the surface field \(-\psi'_s=Q/\varepsilon\), hence \(u'_s=-qQ/(\varepsilon kT)\). Substituting and cancelling \(q^2/(\varepsilon kT)\),

\[
\frac{Q^2}{2\varepsilon kT}=n_s-n_b+p_s-p_b-N_{\rm net}u_s .
\]

When \(Q^2/(2\varepsilon kT)\) is large beside \(n_b\), \(p_b\) and \(|N_{\rm net}u_s|\), the term \(n_s\) dominates the right side, and

\[
n_s\simeq\frac{Q^2}{2\varepsilon kT},\qquad
J_0\simeq\frac{2\varepsilon kT\,q\,n_i^2S_p}{Q^2}.
\]

Within this condition neither doping nor injection appears. The fixed charge sets the electron density at the interface, while the wafer sets the product \(pn\). The proportionality \(S\propto N+\Delta\) follows.

With relative permittivity 11.7, \(n_s\simeq2.99\times10^{18}\ \mathrm{cm^{-3}}\). This is about 300 times \(N\), so the approximation is consistent. The capture velocity is

\[
S_p=\frac{J_0n_s}{qn_i^2}
=\frac{10^{-14}\times2.991\times10^{18}}{16.022}\ \mathrm{cm/s}
\simeq1.87\times10^3\ \mathrm{cm/s}.
\]

It exceeds \(S\) by the factor \(n_s/N\), because the positive charge repels holes from the interface.

Poisson's equation was also solved numerically on a grid, without the first integral, and the full rate \(U\) was evaluated with \(S_n=S_p\) and midgap states. For \(\Delta=10^{13}\ \mathrm{cm^{-3}}\) the results are:

| Wafer | \(n_s\) (cm⁻³) | \(J_0\) (fA/cm²) | \(S\) (cm/s) |
|---|---:|---:|---:|
| n-type, \(10^{15}\) | \(3.00\times10^{18}\) | 9.97 | 0.629 |
| n-type, \(10^{16}\) | \(3.06\times10^{18}\) | 9.78 | 6.11 |
| p-type, \(10^{16}\) | \(2.88\times10^{18}\) | 10.40 | 6.50 |

The deviations from 10 fA/cm² come from the terms dropped in \(n_s\). In n-type material, \(N_{\rm net}u_s\) adds to the electron density. In p-type material its sign is reversed: part of the fixed charge is balanced by ionized acceptors, and fewer electrons are needed. There \(u_s=\ln(n_s/n_b)\) grows as \(\Delta\) falls, so \(J_0\) drifts with injection: for the p-type wafer it is 10.23 fA/cm² at \(\Delta=10^{15}\ \mathrm{cm^{-3}}\), and near equilibrium, where \(u_s\simeq33\), it is about 11 fA/cm². At an acceptor density of \(10^{17}\ \mathrm{cm^{-3}}\) the dropped term is already some 40 percent of \(Q^2/(2\varepsilon kT)\) at \(\Delta=10^{13}\ \mathrm{cm^{-3}}\), and \(J_0\) is no longer constant. The p-type row counts recombination at the interface alone. Recombination inside the depleted layer would come on top.

### (c) Lifetime and optical decay

**Surface lifetime.** Put \(z=0\) in the middle of the wafer. Without bulk recombination, and at low injection, the excess density obeys \(\partial_t\Delta=D\,\partial_z^2\Delta\), with \(D\) the minority-carrier diffusivity. A symmetric decaying solution is \(\Delta\propto\cos(\alpha z)\,e^{-t/\tau_s}\), with \(1/\tau_s=D\alpha^2\). At \(z=W/2\) the arriving flux \(-D\,\partial_z\Delta\) must equal \(S\Delta\). With \(x=\alpha W/2\) this condition is

\[
x\tan x=h,\qquad h=\frac{SW}{2D},\qquad \tau_s=\frac{W^2}{4Dx^2}.
\]

For small \(h\), \(x\tan x\simeq x^2+x^4/3\). Hence \(x^2\simeq h-h^2/3\), and \(1/x^2\simeq1/h+1/3\). Therefore

\[
\tau_s\simeq\frac{W}{2S}+\frac{W^2}{12D}.
\]

The first term is the time the two surfaces need to consume a uniform population. The second is the delay while carriers diffuse to them. With \(D=10\ \mathrm{cm^2/s}\) the terms are 1.442 ms and 2.7 µs. The lowest eigenvalue of the discretized diffusion problem gives 1.445 ms, in agreement with their sum.

In the opposite limit, \(h\gg1\), the root tends to \(x=\pi/2\) and \(\tau_s\to W^2/(\pi^2D)\). Diffusion then controls the decay, and the lifetime says little about \(S\).

**Extracting \(J_0\).** In the present case the diffusion delay is small. Adding a bulk rate to \(2S/W\) gives

\[
\frac1\tau=\frac1{\tau_{\rm bulk}}+\frac{2J_0(N+\Delta)}{q\,n_i^2W}.
\]

If the bulk rate is constant, it drops out of the slope against \(\Delta\):

\[
J_0=\frac{q\,n_i^2W}{2}\,\frac{d(1/\tau)}{d\Delta}.
\]

A simulated decay, resolved in depth and with a bulk rate of \(200\ \mathrm{s^{-1}}\), has total rates of 1042.3 and \(921.4\ \mathrm{s^{-1}}\) at mean excess densities \(2.177\times10^{15}\) and \(4.222\times10^{14}\ \mathrm{cm^{-3}}\). The slope is \(6.89\times10^{-14}\ \mathrm{cm^3/s}\), which yields \(J_0=9.94\ \mathrm{fA/cm^2}\). The input was 10. Diffusion makes the density at the surface slightly lower than the mean, which lowers the inferred value.

The extracted \(J_0\) is proportional to the assumed \(n_i^2\). Converting it to \(S\) divides by the same factor, so an error in \(n_i\) cancels if one value is used throughout.

**Luminescence.** Band-to-band emission in excess of equilibrium follows \(pn-n_i^2\simeq\Delta(N+\Delta)\), if the radiative coefficient and the optical collection stay fixed. Taking the logarithmic time derivative,

\[
-\frac{d}{dt}\ln[\Delta(N+\Delta)]
=\frac1\tau\left(1+\frac{\Delta}{N+\Delta}\right)
=\frac1\tau\,\frac{N+2\Delta}{N+\Delta},
\]

where \(1/\tau=-d\ln\Delta/dt\). At \(\Delta=2.177\times10^{15}\ \mathrm{cm^{-3}}\) the factor is 1.179, and the simulated decay gives the same number. A luminescence decay time must be corrected by this factor before it is read as a carrier lifetime. At low injection the factor tends to one.

### How far the numbers apply to real wafers

The parameters are rough values for a well-passivated silicon wafer. A fixed charge of \(10^{12}\ \mathrm{cm^{-2}}\) suits a stack containing silicon nitride better than a thermal oxide alone, for which \(10^{11}\ \mathrm{cm^{-2}}\) is a rough typical size. At that lower charge \(Q^2/(2\varepsilon kT)\) is a hundred times smaller, about \(3\times10^{16}\ \mathrm{cm^{-3}}\), and no longer large beside \(N\). At low injection the first integral becomes \(y-1-\ln y\simeq2.99\) with \(y=n_s/N\), whose accumulated root is \(y\simeq5.7\). The simple estimate of \(n_s\) is then too small by a factor of about 1.9, and \(J_0\) depends on doping. The conversion in (a) still holds for a \(J_0\) that applies at the doping and injection in question.

Bulk recombination can distort the \(S\) read from a lifetime, even when diffusion is fast. Take a rough radiative coefficient \(B=5\times10^{-15}\ \mathrm{cm^3/s}\) and a rough effective Auger coefficient \(C=3\times10^{-30}\ \mathrm{cm^6/s}\). The low-injection rates are \(BN=50\ \mathrm{s^{-1}}\) and \(CN^2=300\ \mathrm{s^{-1}}\), against a surface rate \(2S/W=693.5\ \mathrm{s^{-1}}\). Assigning all three to the surfaces would give an apparent \(S\) of 9.4 cm/s, about 50 percent too high.

The slope method suffers too. If the bulk rate is modelled as \(B(N+\Delta)+C(N+\Delta)^2\) with constant coefficients, its slope at small \(\Delta\) is \(B+2CN=6.5\times10^{-14}\ \mathrm{cm^3/s}\), nearly equal to the surface slope. Without subtraction, the inferred \(J_0\) would almost double. Recombination at bulk defects is not constant either. For a midgap defect with equal capture lifetimes \(\tau_0\) the rate is \((N+\Delta)/[\tau_0(N+2\Delta)]\), whose slope at small \(\Delta\) is \(-1/(\tau_0N)\). For a rate of \(200\ \mathrm{s^{-1}}\) this is \(-2\times10^{-14}\ \mathrm{cm^3/s}\), nearly 30 percent of the surface slope, and it lowers the inferred \(J_0\). The constant bulk rate of the simulated decay is an idealization.

Three further approximations concern \(S_p\), not the conversion from a given \(J_0\). Fermi-Dirac statistics lower \(J_0\) by about 2 percent at fixed \(S_p\). Quantum confinement can matter much more: the accumulation length \(2\varepsilon kT/(qQ)\) is 3.3 nm, while the thermal quantum length \(\hbar/\sqrt{2mkT}\) is 1.3 nm for a mass of 0.9 electron masses and 2.8 nm for a mass of 0.19. These are roughly the heavy and light masses of a conduction electron in silicon, which depend on direction. The lengths are comparable, so the \(S_p\) found here is a parameter of the classical model. Gap narrowing in the accumulation layer is also neglected. It multiplies \(n_sp_s\) by \(e^{\Delta E_g/kT}\), and at \(3\times10^{18}\ \mathrm{cm^{-3}}\) a narrowing of roughly a few tens of meV can change the inferred \(S_p\) by a factor of several. The band bending, 0.15 eV, is far below the gap of 1.12 eV. It therefore neither supplies the energy for impact ionization nor brings the valence and conduction bands into overlap for tunnelling.

## Variation 1: an uncharged surface

**Question.** Keep \(S_p=S_n=1.87\times10^3\ \mathrm{cm/s}\) and midgap states, but remove the fixed charge. How do \(S\) and \(J_0\) depend on doping?

**Solution.** The bands are flat, so \(n_s=n\) and \(p_s=p\). For n-type material at low injection, \(n\simeq N\) dominates the denominator of \(U\), while the numerator is \(N\Delta\). Thus

\[
U\simeq\frac{N\Delta}{N/S_p}=S_p\Delta,\qquad S\simeq S_p,\qquad
J_0=\frac{q\,n_i^2S_p}{N}.
\]

Now \(S\) is the constant and \(J_0\) falls as \(1/N\). Numerically, \(S\simeq1867\ \mathrm{cm/s}\) at both \(10^{15}\) and \(10^{16}\ \mathrm{cm^{-3}}\), while \(J_0\) drops from 29,906 to \(2991\ \mathrm{fA/cm^2}\). The relation in (a) remains valid if \(J_0\) is taken at the same doping and injection, but a \(J_0\) measured at one doping cannot be carried to another. Beyond low injection \(n_s+p_s\simeq N+2\Delta\), so \(J_0\simeq q\,n_i^2S_p/(N+2\Delta)\) falls with injection as well. With the same interface states, the fixed charge of the main problem lowers \(S\) at \(N=10^{16}\ \mathrm{cm^{-3}}\) by a factor of about 300.

## Variation 2: a wafer at 325 K

**Question.** Return to the charged n-type wafer. Hold \(S_p,\sigma,N\) and the gap fixed, and heat it from 300 K to 325 K. What happens to \(J_0\) and \(S\)?

**Solution.** With a fixed gap \(E_g\) and band-edge state densities proportional to \(T^{3/2}\),

\[
\frac{n_i(325)}{n_i(300)}=\left(\frac{325}{300}\right)^{3/2}
\exp\left[\frac{E_g}{2k}\left(\frac1{300}-\frac1{325}\right)\right]=5.97,
\]

with temperatures in kelvin. Since \(J_0\propto n_i^2/n_s\) and \(n_s\propto1/T\), \(J_0\) scales as \(n_i^2T\). The numerical Poisson solution gives an increase by a factor of 38.5.

In \(S=J_0N/(qn_i^2)\) the factor \(n_i^2\) cancels, leaving \(S\simeq S_pN/n_s\propto T\). This predicts a factor of 1.083, and the numerical solution gives 1.082. The hot surface is thus only about 8 percent faster in this model. Combining the hot \(J_0\) with the 300 K value of \(n_i\) would overstate \(S\) by a factor of \(5.97^2\simeq36\) for the fixed gap assumed here. The gap of real silicon shrinks on heating, which makes the error larger. A real capture velocity may also change with temperature, and \(S\) would follow it in proportion.

The full set of computed values is given in the numerical output below.

## Computed values

```
Inputs: J0 = 10.0 fA/cm2, N = 1.0e+16 cm^-3
Inputs: ni = 1.0e+10 cm^-3, T = 300 K
Elementary charge = 1.60218e-19 C
q ni^2 = 16.022 C cm^-6
S at low injection = 6.242 cm/s = 0.0624 m/s
S at excess 1.0e+15 cm^-3 = 6.866 cm/s
Fixed charge = 1.0e+12 cm^-2; eps_r = 11.7
Surface density estimate = 2.991e+18 cm^-3
Implied capture velocity Sp = 1867.0 cm/s
Poisson solution: net donors, excess, ns (cm^-3), J0, S
  +1e+15 1e+13 3.000e+18 9.97 fA/cm2 0.629 cm/s
  +1e+15 1e+15 3.002e+18 9.97 fA/cm2 1.244 cm/s
  +1e+16 1e+13 3.058e+18 9.78 fA/cm2 6.110 cm/s
  +1e+16 1e+15 3.059e+18 9.78 fA/cm2 6.713 cm/s
  -1e+16 1e+13 2.876e+18 10.40 fA/cm2 6.499 cm/s
  -1e+16 1e+15 2.923e+18 10.23 fA/cm2 7.025 cm/s
Charged surface: S(1e16)/S(1e15) = 9.72
Flat bands: S at 1e15, 1e16 = 1866.8, 1867.0 cm/s
Flat bands: J0 at 1e15, 1e16 = 29906, 2991 fA/cm2
Wafer thickness = 180 um; D = 10.0 cm2/s
W/(2S) = 1.4420 ms
Diffusion delay W^2/(12D) = 2.70 us
Lifetime from slowest mode = 1.4447 ms
Decay test: constant bulk rate = 200 s^-1
Decay test: mean excess = 2.177e+15, 4.222e+14 cm^-3
Decay test: rates = 1042.3, 921.4 s^-1
J0 from slope = 9.936 fA/cm2
Luminescence/density rate: simulated = 1.1788
Luminescence/density rate: formula = 1.1788
Implied voltage at excess 1e+15 cm^-3 = 0.6573 V
Current, two surfaces, same excess = 2.200 mA/cm2
S if ni is 5 percent lower = 6.916 cm/s
S change per 1 meV gap narrowing = -3.79 percent
Rough B = 5.0e-15 cm3/s; Auger C = 3.0e-30 cm6/s
Surface rate 2S/W = 693.5 s^-1
Radiative, Auger rates = 50.0, 300.0 s^-1
Apparent S without bulk correction = 9.39 cm/s
At 325 K: ni ratio = 5.968 (gap 1.12 eV)
At 325 K: J0 ratio = 38.52, S ratio = 1.0817
Degenerate/Boltzmann J0 at fixed Sp = 0.9815 (Nc = 2.8e+19 cm^-3)
Accumulation length = 3.34 nm
Thermal quantum length = 1.28 nm (mass 0.9 m_e)
Surface field = 0.155 MV/cm
Band bending, N = 1e16 n-type = 0.148 eV
```
